# Knudsen Conductance of a Cylindrical Pore after Trimethylsilyl Capping

## Problem

Plasma processing can strip methyl groups from the pore walls of a porous organosilicate dielectric and leave silanol groups behind. A silylation repair replaces the hydrogen of a silanol by a trimethylsilyl group, which also takes up room in the pore.

Consider a long, straight cylindrical pore of diameter 2 nm. Capping covers its wall with a uniform layer 0.4 nm thick. A dilute gas flows through the pore before and after capping, at the same temperature and with the same pore length $L$. Treat the molecules as points that collide with the wall but not with each other, and that leave the wall diffusely: directions follow the cosine law, and speeds are distributed as for molecules crossing a surface in a gas at the wall temperature. There is no attraction, sticking or reaction.

The conductance $C$ is defined by

$$\dot N=C\,\Delta n ,$$

where $\dot N$ is the number of molecules passing per second and $\Delta n$ is the difference in number density between the ends.

(a) Derive $C$ for a pore of radius $r\ll L$.

(b) Show that capping lowers the conductance to about 22 percent of its initial value.

(c) Evaluate both conductances for nitrogen at 300 K and $L=100$ nm, and examine the assumptions.

## Hints

1. The layer covers the wall all the way round. Decide what it does to the radius before using any flow formula.
2. A molecule crossing a section of the pore carries information from the place where it last touched the wall. How far back is that place?
3. Far from the ends, try a density that varies linearly along the pore.
4. To average the distance back to the wall over a disc, fix one direction and cut the disc into parallel chords.

## Solution

### The radius

The initial radius is $r_0=1.0$ nm. A layer of thickness $t=0.4$ nm leaves

$$r_1=r_0-t=0.6\ \text{nm},$$

so the diameter falls by $2t$, from 2.0 to 1.2 nm.

### The flow through a section

Let $z$ run along the axis. Describe the molecules leaving the wall at $z$ by the density $n(z)$ of an equilibrium gas that would strike the wall at the same rate. Since there are no collisions in flight, a molecule keeps the density label of its last wall point.

Far from the ends, take $n(z)=n_s+n'z$, with constant slope $n'$ and the section of interest at $z=0$. This profile is steady. Molecules arriving at a wall point come equally from both sides, so the excess from one side cancels the deficit from the other, and arrivals balance departures.

Consider molecules crossing the section at angle $\theta$ to the axis. They left the wall a distance $s$ back along their path, at $z=-s\cos\theta$. In an equilibrium gas of density $n$, the rate of crossing an area $dA$ within a solid angle $d\Omega$ is $n\bar v\cos\theta\,dA\,d\Omega/4\pi$, where

$$\bar v=\sqrt{\frac{8kT}{\pi m}}$$

is the mean speed. Hence

$$\dot N=\frac{\bar v}{4\pi}\int dA\int d\Omega\,\cos\theta\,\left(n_s-n's\cos\theta\right).$$

The $n_s$ term vanishes because forward and backward directions cancel. What remains is

$$\dot N=-\frac{n'\bar v}{4\pi}\int dA\int d\Omega\; s\cos^2\theta .$$

Let $\rho$ be the projection of the backward path on the section. Then $s=\rho/\sin\theta$, and $\rho$ depends on the position in the section and on the azimuth $\phi$, but not on $\theta$. With $d\Omega=\sin\theta\,d\theta\,d\phi$, the factors of $\sin\theta$ cancel:

$$\dot N=-\frac{n'\bar v}{4\pi}\left(\int_0^\pi\cos^2\theta\,d\theta\right)\left(\int dA\int_0^{2\pi}\rho\,d\phi\right).$$

The first bracket is $\pi/2$. For the second, fix $\phi$ and cut the disc into chords parallel to that direction. A chord at distance $b$ from the centre has length $\ell=2\sqrt{r^2-b^2}$. Along it, $\rho$ runs from 0 to $\ell$, which contributes

$$\int_0^\ell\rho\,d\rho=\frac{\ell^2}{2}=2(r^2-b^2).$$

Adding the chords gives

$$\int_{-r}^{r}2(r^2-b^2)\,db=2\left(2r^3-\frac{2r^3}{3}\right)=\frac{8r^3}{3}.$$

By symmetry each $\phi$ gives the same value, so the second bracket is $2\pi\times 8r^3/3=16\pi r^3/3$. Therefore

$$\dot N=-\frac{n'\bar v}{4\pi}\cdot\frac{\pi}{2}\cdot\frac{16\pi r^3}{3}=-\frac{2\pi r^3\bar v}{3}\,n'.$$

For a pore much longer than its radius, the ends can be neglected and $n'=-\Delta n/L$. The minus signs cancel, and

$$\boxed{C=\frac{2\pi r^3\bar v}{3L}}$$

This answers (a). Written as $C=\pi r^2D/L$, it defines the Knudsen diffusivity $D=\tfrac23 r\bar v$. Two powers of $r$ come from the open area. The third comes from the free flights, whose length is set by the distance between walls.

### A second route to the diffusivity

The motion can also be followed from one wall hit to the next. Measure $\phi$ from the local wall normal and $\theta$ from the axis. The cosine of the angle to the normal is $\sin\theta\cos\phi$, so the cosine law gives the probability

$$dP=\frac{1}{\pi}\sin^2\theta\cos\phi\,d\theta\,d\phi,\qquad 0<\theta<\pi,\quad -\frac{\pi}{2}<\phi<\frac{\pi}{2}.$$

The flight has length $s=2r\cos\phi/\sin\theta$ and axial step $u=s\cos\theta$. The averages are

$$\langle u^2\rangle=\frac{4r^2}{\pi}\int\cos^3\phi\,d\phi\int\cos^2\theta\,d\theta=\frac{4r^2}{\pi}\cdot\frac43\cdot\frac{\pi}{2}=\frac{8r^2}{3},$$

$$\langle s\rangle=\frac{2r}{\pi}\int\cos^2\phi\,d\phi\int\sin\theta\,d\theta=\frac{2r}{\pi}\cdot\frac{\pi}{2}\cdot2=2r .$$

In a gas, molecules cross a surface at a rate proportional to their speed, so those leaving the wall have speeds weighted by $v$ relative to the gas distribution $f(v)$. Their mean inverse speed is thus $\int f\,dv/\int vf\,dv=1/\bar v$, and the mean time between hits is $\tau=2r/\bar v$. Successive steps are independent and have zero mean, so

$$D=\frac{\langle u^2\rangle}{2\tau}=\frac{8r^2/3}{4r/\bar v}=\frac23r\bar v,$$

in agreement with the first route.

### The ratio

With the gas, temperature and length held fixed, everything except $r^3$ cancels:

$$\frac{C_1}{C_0}=\left(\frac{r_1}{r_0}\right)^3=\left(1-\frac{t}{r_0}\right)^3=0.6^3=0.216 .$$

The conductance falls to about 22 percent of its initial value, which is the result asked for in (b). The area contributes a factor 0.36 and the diffusivity a factor 0.60.

For a very thin layer the ratio is approximately $1-3t/r_0$. Here that estimate gives $-0.20$, which is meaningless for a conductance: the layer is too thick for the linear form. The result also depends on reading 2 nm as the diameter. If it were the radius, the ratio would be $(1.6/2.0)^3=0.512$.

The cube makes the answer sensitive to the layer thickness. A layer of 0.3 nm gives 0.343, and one of 0.5 nm gives 0.125.

### Numbers for nitrogen

The mean speed at 300 K is 476.2 m/s. Before capping,

$$C_0=\frac{2\pi(1.0\times10^{-9}\,\text{m})^3(476.2\,\text{m/s})}{3(100\times10^{-9}\,\text{m})}=9.97\times10^{-18}\,\text{m}^3/\text{s},$$

or 9.97 μm³/s. After capping, $C_1=0.216\,C_0=2.15$ μm³/s.

Suppose that one end is at 1 Torr and the other at vacuum. The density difference is $p/kT=3.22\times10^{16}$ cm⁻³, or $3.22\times10^4$ μm⁻³. Multiplying by the conductances gives about $3.2\times10^5$ molecules per second before capping and $6.9\times10^4$ after.

### Checking the assumptions

**Collisions in the gas.** For a rough molecular diameter of 0.36 nm, the mean free path in the open gas is 54 μm at 1 Torr and 71 nm at 760 Torr. Both are far larger than the 2 nm pore diameter, so wall collisions dominate if the gas in the pore is no denser than outside. At 760 Torr, however, the mean free path is shorter than the pore length and cuts off the long flights near the axis. This lowers the diffusivity of a tracer by about 5 percent before capping and 3 percent after, and leaves the ratio near 0.22. Wall attraction, considered below, raises the density in the pore, and at 760 Torr collisions between molecules may then no longer be negligible.

**Finite length.** The pore has $L/r=100$ before capping and 167 after. Solving the diffuse-scattering problem with open ends gives conductances that are 0.948 and 0.966 of the long-pore values once the grid is converged (the 0.967 listed in the output is high by about 0.001 because of the finite cell width). The corrected ratio is

$$0.216\times\frac{0.966}{0.948}=0.220 .$$

The ends therefore leave the answer at 22 percent. As a test of this calculation, a tube with $L/r=10$ was also treated by following individual particles. The fraction passing was 0.1916, with a standard error of 0.0009, against 0.1909 from the equation.

**The real film.** A pore diameter of 2 nm and a path of 100 nm are rough, typical magnitudes for a porous organosilicate low-k film. Its pores form an irregular network rather than straight cylinders, and capping need not be uniform: bulky trimethylsilyl groups can leave some silanols uncovered, and a narrow neck can be blocked while wider parts stay open. The thickness values above show how strongly the ratio responds to the effective layer. The point-molecule assumption also fails at this scale, and the first variation shows that it moves the ratio from 0.216 to 0.134.

Wall attraction is a further omission. As an illustration, let molecular centres feel a well 0.10 eV deep in the outermost 0.10 nm of the space open to them. If this shell is a fraction $f$ of the accessible area, the equilibrium gas content rises by the factor $1+f(e^{0.10\,\text{eV}/kT}-1)$. For nitrogen this is about 12 before capping and 21 after. These are factors in content, not in conductance, because the mobility of the attracted molecules has not been calculated. Since attraction can change the flow as well as the content, the 22 percent is a geometric result for an ideal gas without attraction and should not be taken as a predicted flow measurement.

## Variation 1: molecules of finite size

**Question.** Treat nitrogen as a hard sphere of diameter 0.36 nm. What is the conductance ratio?

**Solution.** The centre of the sphere cannot come closer to the wall than $a=0.18$ nm. It moves in a cylinder of radius $r-a$. If it is diffusely reflected at that boundary, the derivation holds with $r$ replaced by $r-a$:

$$\frac{C_1}{C_0}=\left(\frac{r_1-a}{r_0-a}\right)^3=\left(\frac{0.42}{0.82}\right)^3=0.134 .$$

Finite size removes the same length from both radii, which is a larger fraction of the smaller one. The ratio therefore drops below 0.216. In this model the flow stops when $r_1=a$, before the layer has filled the pore.

## Variation 2: radicals lost at the wall

**Question.** A plasma radical, treated as a point, is lost with a small probability $\gamma$ at each wall hit. How does capping change its penetration depth if $\gamma$ stays the same?

**Solution.** The loss rate per radical is $\gamma/\tau$. In the steady state, diffusion balances loss:

$$D\frac{d^2n}{dz^2}=\frac{\gamma}{\tau}n .$$

In a pore much longer than the penetration depth, the decaying solution is $n\propto e^{-z/\lambda}$, with

$$\lambda^2=\frac{D\tau}{\gamma}=\frac{\langle u^2\rangle}{2\gamma}=\frac{4r^2}{3\gamma},\qquad \lambda=\frac{2r}{\sqrt{3\gamma}} .$$

The diffusion equation requires $\lambda\gg r$, hence $\gamma\ll1$. Even then the exponential cannot hold at every depth. Of the radicals entering from a gas, the fraction that reaches a depth $z\gg r$ without touching the wall is about $r^2/z^2$. This falls more slowly than any exponential, so far enough in, these direct flights keep the density above the exponential solution. At fixed $\gamma$ the depth is proportional to $r$, so capping reduces it to 0.60 of its initial value. The reduction is weaker than that of the conductance because the depth does not contain the open area. If capping also changes the surface chemistry, the depth ratio becomes $0.60\sqrt{\gamma_0/\gamma_1}$, where $\gamma_0$ and $\gamma_1$ are the loss probabilities before and after. A less reactive wall can then offset the narrower pore: the depth increases if $\gamma_1<0.36\,\gamma_0$.

The numerical output below lists the values used here.

## Calculated quantities

```
Initial pore diameter: 2.0 nm
Layer thickness: 0.4 nm
Radius before, after: 1.0, 0.6 nm
Diameter after: 1.2 nm
Pore length: 100 nm
Temperature: 300 K
Pressure difference: 1 Torr
Nitrogen molecular mass: 28.014 u
Mean speed: 476.2 m/s
Area ratio: 0.360
Diffusivity ratio: 0.600
Conductance ratio, formula: 0.2160
Conductance ratio, flow integral: 0.2160
Conductance lost: 78.4 percent
Linear estimate 1-3t/r0: -0.20
Ratio if 2 nm were the radius: 0.512
Diffusivity before: 3.174e-03 cm2/s
Diffusivity after: 1.905e-03 cm2/s
Conductance before: 9.973 um3/s
Conductance after: 2.154 um3/s
Number density at 1 end: 3.219e+16 cm^-3
Flow before: 3.210e+05 molecules/s
Flow after: 6.934e+04 molecules/s
Mean-square axial step / r^2: 2.6667
Mean flight length / r: 2.0000
Short tube L/r=10, equation: 0.1909
Short tube L/r=10, simulation: 0.1916
Simulation standard error: 0.0009
Length/radius before, after: 100, 167
Finite/long conductance before: 0.948
Finite/long conductance after: 0.967
Conductance ratio with ends: 0.220
Mean free path at 1 Torr: 54.0 um
Mean free path at 760 Torr: 71 nm
Molecule diameter (rough): 0.36 nm
Centre radius before, after: 0.82, 0.42 nm
Conductance ratio with molecular size: 0.134
Ratio for a 0.3 nm layer: 0.343
Ratio for a 0.5 nm layer: 0.125
Thermal energy kT: 0.0259 eV
Illustrative well: 0.10 eV, 0.10 nm wide
Content factor from well, before: 11.7
Content factor from well, after: 20.7
```
